# Born Attenuation of Scalar Elastic Waves by Random Modulus Fluctuations

An elastic wave crossing the glass insulation of a chip meets small regions that are stiffer or softer than their surroundings. Each region scatters a little of the wave, even if the material absorbs nothing. When the wavelength is much longer than the regions, how fast does the original wave fade, and how does that rate depend on frequency and dimension?

## The model

Let a scalar displacement $u$ obey

$$
\rho\,\partial_t^2u=\nabla\cdot\{\mu_0[1+m(\mathbf x)]\nabla u\}.
$$

The density $\rho$ is uniform and $c^2=\mu_0/\rho$. The relative modulus fluctuation $m$ has zero mean and small variance $s^2$, and its statistics are homogeneous and isotropic. Define

$$
C(r)=\langle m(\mathbf x)m(\mathbf x+\mathbf r)\rangle,\qquad
S(p)=\int C(r)e^{-i\mathbf p\cdot\mathbf r}\,d^dr .
$$

The correlation has a short range $\xi$, and $S_0=S(0)$ is finite and nonzero. With $\tilde m(\mathbf p)=\int m\,e^{-i\mathbf p\cdot\mathbf x}d^dx$,

$$
\langle\tilde m(\mathbf p)\tilde m^*(\mathbf p')\rangle=(2\pi)^d\delta(\mathbf p-\mathbf p')S(p).
$$

The quantity sought is $\Gamma$, the energy decay rate of the mean wave $\langle u\rangle$. Its amplitude decays at $\Gamma/2$. Waves vary in time as $e^{-i\omega t}$, with $\omega>0$ and $k=\omega/c$.

## First derivation: the pole of the mean field

Divide the wave equation by $\rho$ and write $V=c^2\nabla\cdot(m\nabla)$. The Green function satisfies

$$
(\omega^2+c^2\nabla^2+V)G=1.
$$

Let $G_0$ be its value without disorder. Then

$$
G=G_0-G_0VG_0+G_0VG_0VG_0-\cdots .
$$

The average of the linear term vanishes because $\langle m\rangle=0$. To second order,

$$
\langle G\rangle=G_0+G_0\Sigma G_0,\qquad \Sigma=\langle VG_0V\rangle .
$$

This is the start of the expansion of $(G_0^{-1}-\Sigma)^{-1}$. Using that inverse sums repeated, mutually uncorrelated second-order events and turns a small linear loss into exponential decay.

Acting on $e^{i\mathbf k\cdot\mathbf x}$, the inner gradient gives $i\mathbf k$. In the component $\mathbf q$ of the result, the divergence gives $i\mathbf q$. Hence

$$
\langle\mathbf q|V|\mathbf k\rangle=-c^2(\mathbf q\cdot\mathbf k)\tilde m(\mathbf q-\mathbf k).
$$

Two such factors appear in $\Sigma$, so the minus signs cancel:

$$
\Sigma(k,\omega)=c^4\int\frac{d^dq}{(2\pi)^d}
\frac{(\mathbf k\cdot\mathbf q)^2S(|\mathbf k-\mathbf q|)}{\omega^2-c^2q^2+i0}.
$$

The $+i0$ selects outgoing waves. The mean wave exists where $\omega^2-c^2k^2-\Sigma=0$. Keep $k$ real and set $\omega=ck+\delta\omega$. To first order in $\Sigma$,

$$
2ck\,\delta\omega=\Sigma,\qquad \delta\omega=\frac{\Sigma}{2ck}.
$$

The factor $e^{-i\delta\omega t}$ has modulus $e^{\mathrm{Im}\Sigma\,t/(2ck)}$. Squaring it gives the energy rate $\Gamma=-\mathrm{Im}\Sigma/(ck)$.

From $\mathrm{Im}[1/(x+i0)]=-\pi\delta(x)$,

$$
\mathrm{Im}\Sigma=-\pi c^4\int\frac{d^dq}{(2\pi)^d}
(\mathbf k\cdot\mathbf q)^2S(|\mathbf k-\mathbf q|)\,\delta(\omega^2-c^2q^2).
$$

The derivative of $c^2q^2$ at $q=k$ is $2c^2k$, so the delta function equals $\delta(q-k)/(2c^2k)$. Write $d^dq=q^{d-1}dq\,d\Omega$. On the shell $(\mathbf k\cdot\mathbf q)^2=k^4\cos^2\theta$ and $|\mathbf k-\mathbf q|=2k\sin(\theta/2)$. Therefore

$$
\mathrm{Im}\Sigma=-\frac{\pi c^2k^{d+2}}{2(2\pi)^d}
\int d\Omega\,\cos^2\theta\,S[2k\sin(\theta/2)],
$$

and division by $-ck$ gives

$$
\boxed{\Gamma=\frac{\pi c\,k^{d+1}}{2(2\pi)^d}
\int d\Omega\,\cos^2\theta\,S[2k\sin(\theta/2)]}.
$$

For $k\xi\ll1$, $S$ may be replaced by $S_0$. The squares of the $d$ components of a unit vector add to one and have equal averages, so $\int\cos^2\theta\,d\Omega=\Omega_d/d$. Here $\Omega_d=2\pi^{d/2}/\Gamma_E(d/2)$ is the area of the unit sphere and $\Gamma_E$ is Euler's gamma function. The result is

$$
\boxed{\Gamma=\frac{\pi\Omega_d}{2d(2\pi)^d}\,S_0\,c\,k^{d+1}
\propto\omega^{d+1}}.
$$

With $\Omega_1=2$, $\Omega_2=2\pi$ and $\Omega_3=4\pi$, this becomes

$$
\Gamma_1=\frac{S_0ck^2}{2},\qquad
\Gamma_2=\frac{S_0ck^3}{8},\qquad
\Gamma_3=\frac{S_0ck^4}{12\pi}.
$$

The power has a direct reading. The squared gradients give $k^4$, the shell of final waves gives $k^{d-2}$, and the conversion from squared frequency to a rate gives $k^{-1}$.

If the source fixes a real frequency instead, the pole condition gives $\delta k=-\Sigma/(2c^2k)$. Its imaginary part is $\Gamma/(2c)$, so energy decays in space at $\Gamma/c$. The power of frequency is the same.

## Second derivation: energy given to scattered waves

Now follow the energy directly. Let a plane wave $u_0=a\,e^{i(\mathbf k\cdot\mathbf x-\omega t)}$ fill a large volume $\mathcal V$, and let the disorder act from $t=0$. To first order in $m$, the scattered field has components $b_{\mathbf q}(t)$ that start at rest:

$$
\ddot b_{\mathbf q}+\Omega_q^2b_{\mathbf q}=f_{\mathbf q}e^{-i\omega t},
\quad \Omega_q=cq,\quad
f_{\mathbf q}=-c^2a(\mathbf q\cdot\mathbf k)\tilde m(\mathbf q-\mathbf k).
$$

Each component is a driven oscillator. Define $g_\pm=\dot b_{\mathbf q}\pm i\Omega_qb_{\mathbf q}$. Differentiating and using the oscillator equation gives

$$
\dot g_\pm=\pm i\Omega_qg_\pm+f_{\mathbf q}e^{-i\omega t}.
$$

For $g_-$, integration from rest yields

$$
|g_-|^2=|f_{\mathbf q}|^2
\frac{\sin^2[(\Omega_q-\omega)t/2]}{[(\Omega_q-\omega)/2]^2}.
$$

For $g_+$ the difference $\Omega_q-\omega$ is replaced by $\Omega_q+\omega$, which never vanishes, so its energy stays bounded. The fraction in $|g_-|^2$ has area $2\pi t$ as a function of $\Omega_q$ and narrows as $t$ grows. For $\omega t\gg1$ and $ct\gg\xi$ its peak acts as $2\pi t\,\delta(\Omega_q-\omega)$, because the rest of the integrand then varies little across the peak. At long wavelength the first condition implies the second. The tails of the fraction add an energy that settles to a constant. For $k\xi\ll1$ this constant can at first exceed the growing part, so the rate is the slope of the scattered energy in time, not its total divided by $t$.

The cross terms cancel in $|g_+|^2+|g_-|^2=2(|\dot b|^2+\Omega_q^2|b|^2)$. The energy of a component is thus

$$
\frac{\rho}{2}(|\dot b|^2+\Omega_q^2|b|^2)
=\frac{\rho}{4}(|g_+|^2+|g_-|^2).
$$

In the volume $\mathcal V$, $\langle|\tilde m(\mathbf p)|^2\rangle=\mathcal VS(p)$. The growing scattered energy per unit volume is

$$
E_{\rm sc}=\frac{\rho}{4}\,2\pi t\,c^4|a|^2
\int\frac{d^dq}{(2\pi)^d}(\mathbf q\cdot\mathbf k)^2
S(|\mathbf q-\mathbf k|)\,\delta(cq-\omega).
$$

In the same complex-field normalization, the incident energy density is $\rho(\omega^2+c^2k^2)|a|^2/2=\rho\omega^2|a|^2$. Dividing by it and by $t$ gives

$$
\Gamma=\frac{\pi c^4}{2\omega^2}
\int\frac{d^dq}{(2\pi)^d}(\mathbf q\cdot\mathbf k)^2
S(|\mathbf q-\mathbf k|)\,\delta(cq-\omega).
$$

Finally $\delta(cq-\omega)=\delta(q-k)/c$. The prefactor is $\pi c^4/(2c^2k^2)$ and the shell supplies $k^{d-1}k^4/c$. Their product is $\pi ck^{d+1}/2$, which reproduces the first boxed formula.

This gain equals the loss of the mean wave if no other energy grows with time. The remaining term is the interaction energy, proportional to $\mathrm{Re}\langle m\nabla u_0^*\cdot\nabla u_1\rangle$, where $u_1$ is the scattered field. It contains the response

$$
\int_0^t\frac{\sin\Omega_q\tau}{\Omega_q}e^{i\omega\tau}d\tau ,
$$

integrated over $\mathbf q$. At long times this tends to the integral of $1/(\Omega_q^2-\omega^2-i0)$, which is finite. The interaction energy therefore settles to a constant and does not change the rate.

## What each derivation assumes

Both derivations need weak disorder, a finite nonzero $S_0$, and $k\xi\ll1$ for the final power law. Both also need $\Gamma\ll\omega$. Since $\Gamma/\omega\propto S_0k^d$, that condition improves as frequency falls. The relative error from higher orders in $m$ need not vanish in this limit: the coefficient changes by terms of relative order $s^2$ if the distribution of $m$ is symmetric, and already by a term of relative order $s$, set by the third moment of $m$, if it is skewed.

The pole calculation assumes that the second-order $\Sigma$ represents the averaged effect of the disorder. Exponential decay then follows from the inverse Green function. This route also gives the change of speed. It does not say where the lost energy goes.

The energy calculation assumes single scattering during a time window $1/\omega\ll t\ll1/\Gamma$. To obtain an exponential, one applies the same fractional loss in successive windows and neglects coherent return of scattered energy to the mean wave. This route shows the destination: for $k\xi\ll1$, the scattered energy is distributed as $\cos^2\theta$. A modulus fluctuation acts as a dipole source, which does not radiate at right angles to the incident wave.

Neither route describes the later motion of the scattered energy. In particular, a decaying mean wave is not the same thing as absorbed energy, as one dimension makes plain.

## One dimension: reflection and loss of phase

For $d=1$ the angular integral is a sum over two directions:

$$
\Gamma=\frac{ck^2}{4}[S(0)+S(2k)].
$$

The second term is reflection. The first is forward scattering, which removes no energy from the forward direction. It gives each realization a different phase. Locally $\delta k\simeq-km/2$, so over a length $L\gg\xi$ forward scattering alone gives a phase variance of $k^2S_0L/4$. For a Gaussian phase, averaging multiplies the amplitude by $e^{-k^2S_0L/8}$ and the energy of the mean wave by $e^{-k^2S_0L/4}$. With $L=ct$, this is the first term. At low frequency the two terms are equal.

This was tested by exact transmission through independent layers of unit thickness, with an rms modulus fluctuation of 0.1 and 5000 realizations. At $k=0.15$ and $0.30$ per layer thickness, the mean-wave rate was 1.037 and 1.029 times the Born value. The reflection part, taken from the average logarithm of transmitted energy, was 0.508 and 0.504 of the total Born rate. The measured exponent was 1.989, against 2. Most of the excess is higher order in $m$. In one dimension the stress obeys a wave equation whose random coefficient is $1/(1+m)$, so at low $k$ the variance $s^2$ is replaced by $\mathrm{var}[1/(1+m)]/\langle1/(1+m)\rangle$, which is $1.035\,s^2$ for these uniformly distributed layers. The finite layer width lowers the reflection part by the factor $(\sin k/k)^2$. Together these give about 1.03 and 1.02 for the mean wave, 0.514 and 0.502 for reflection, and an exponent of 1.98. The remaining differences, about one percent, are of the size of the sampling error.

## Two and three dimensions

A dilute set of inclusions, with number density $n$, volume $v$ and contrast $m$, has $S_0=nm^2v^2$. Dividing $\Gamma$ by $nc$ gives the cross section of one inclusion. In three dimensions it is $m^2v^2k^4/(12\pi)$.

Exact scattering by a cylinder and a sphere with $m=0.01$ tests this. At $k$ times radius equal to 0.02, the ratio of exact to Born cross section was 0.9899 in two dimensions and 0.9932 in three. Doubling $k$ gave exponents 2.9991 and 3.9993.

The small deficits come from the next order in contrast. At long wavelength, the static field inside a cylinder or sphere is reduced by $1/(1+m/d)$, so the dipole amplitude is proportional to $m(1-m/d)$. The intensity then carries the factor $1-2m/d$, which is 0.990 for $d=2$ and 0.993 for $d=3$.

A separate test followed a plane wave in time through a two-dimensional medium of random cells, again with rms fluctuation 0.1. With $k=0.3142$ per cell width and 30 realizations, the mean field decayed at 1.006 times the Born rate. This closeness is accidental. The simulated medium is a lattice of springs, each with the stiffness averaged over two neighbouring cells, and its own Born rate is 0.96 of the continuum value. Sets of 30 realizations also scatter by several percent. The test supports the formula only to that level. The fitted interval covers a predicted energy loss of only about 0.6 percent, so the test concerns the early decay rate, not exponential decay over a mean free path.

The real part of $\Sigma$ shows that disorder also slows the wave. For $k\xi\to0$, most of the integral comes from $q\sim1/\xi\gg k$, where $\omega^2$ may be dropped from the denominator:

$$
\mathrm{Re}\Sigma\simeq-c^2k^2\int\frac{d^dq}{(2\pi)^d}\cos^2\theta\,S(q)
=-\frac{c^2k^2s^2}{d}.
$$

The last step uses $\int S\,d^dq/(2\pi)^d=C(0)=s^2$. Hence $\omega^2=c^2k^2(1-s^2/d)$, and the speed falls by the fraction $s^2/(2d)$. This leaves the exponent unchanged.

## When the wavelength is not long

Take $C=s^2e^{-r^2/(2\xi^2)}$. Then $S_0=s^2(2\pi)^{d/2}\xi^d$ and, on the shell,

$$
S=S_0e^{-k^2\xi^2(1-\cos\theta)}.
$$

Expand the exponential for small $k\xi$. The term in $\cos^3\theta$ integrates to zero, so the low-frequency rate is multiplied by $1-k^2\xi^2$ to this order.

For $k\xi\gg1$ the scattering is confined to small angles. In $d\ge2$, use $1-\cos\theta\simeq\theta^2/2$ and integrate over the $d-1$ transverse directions:

$$
\int d\Omega\,\cos^2\theta\,S\simeq
S_0\frac{(2\pi)^{(d-1)/2}}{(k\xi)^{d-1}}.
$$

Substitution into the general rate gives

$$
\Gamma\simeq\sqrt{\frac{\pi}{8}}\,s^2\,\xi\,c\,k^2 .
$$

The dimension has dropped out. The same expression follows in $d=1$, where $S(2k)$ becomes negligible. The frequency power is now 2 because the mean wave mainly loses phase along nearly straight paths. Here the Born result needs $\Gamma\xi/c\ll1$, or $sk\xi\ll1$.

The power also changes if $S_0$ is not finite and nonzero. If $S(p)\propto p^2$ at small $p$, the Born rate gains two powers and varies as $\omega^{d+3}$. Higher orders in $m$ may then compete. If correlations are long-ranged and $S(p)\propto p^{-\beta}$ with $0<\beta<d-1$, the angular integral converges and the rate varies as $\omega^{d+1-\beta}$.

## A wave in a thin glass layer

Consider a transverse wave in a 100 nm layer, with rough values in the regime of amorphous silica: $c=3.8$ nm/ps, $\xi=0.5$ nm and $s=0.2$. The last two are model parameters, not measured constants. For the Gaussian correlation,

$$
S_0=(0.2)^2(2\pi)^{3/2}(0.5\ \mathrm{nm})^3=0.0788\ \mathrm{nm^3}.
$$

At 0.4 THz, $k=2\pi(0.4)/3.8=0.661\ \mathrm{nm^{-1}}$, and

$$
\Gamma=\frac{(0.0788)(3.8)(0.661)^4}{12\pi}\ \mathrm{ps^{-1}}
\simeq1.5\times10^{-3}\ \mathrm{ps^{-1}}.
$$

The mean free path $c/\Gamma$ is about 2500 nm, or 2.5 µm. At 0.2 THz the rate is sixteen times smaller, $9.5\times10^{-5}\ \mathrm{ps^{-1}}$, and the path is about 40 µm.

At 0.4 THz, $k\xi=0.33$. The full angular integral lowers the rate to 0.90 of the low-frequency value; the first correction alone predicts 0.89. In the limit $k\xi\to0$, the disorder lowers the speed of the scalar wave by $s^2/6$, or 0.7 percent; for a true shear wave with the speeds used below, the drop is 1.0 percent. At $s=0.2$, higher orders in $m$ can shift the rate itself by several percent, with a sign that depends on the shape of the distribution.

Real transverse waves have polarization and can convert to longitudinal waves. For fluctuations of the shear modulus alone and a longitudinal speed of 6.0 nm/ps, this multiplies the scalar low-frequency rate by 1.28. Independent density fluctuations of 0.03 rms, with the same correlation length, would add about 7 percent to the scalar rate. Neither changes the fourth power.

For the inputs chosen here, damping by thermal vibrations is a larger omission. Treat the solid as having a modulus that relaxes by $\Delta M$ in a time $\tau$. Its energy loss rate is $(\Delta M/M)\,\omega^2\tau/(1+\omega^2\tau^2)$. A rough estimate is $\Delta M=C_VT\gamma^2$ and $M=\rho c^2$. With $C_V=1.6\times10^6\ \mathrm{J/(m^3K)}$, $T=300$ K, Grüneisen number $\gamma=1$, $\rho=2200\ \mathrm{kg/m^3}$ and $\tau=0.2$ ps, the rate at 0.4 THz is about $0.015\ \mathrm{ps^{-1}}$, ten times the Born rate. At 0.2 THz the thermal rate is smaller, about $0.0045\ \mathrm{ps^{-1}}$, but it is nearly fifty times the Born rate at that frequency. These ratios scale as $\gamma^2$, and $\gamma=1$ is an assumed effective coupling of thermal modes to shear strain, not the value of about 0.04 that follows from the thermal expansion of silica. At 0.4 THz the two rates would be equal for $\gamma\simeq0.3$. The walls matter as well. A wave travelling straight across the layer meets them at the rate $c/(100\ \mathrm{nm})=0.038\ \mathrm{ps^{-1}}$, which is 25 times the Born rate at 0.4 THz. If the walls are rough enough to randomize its direction each time, this is also the rate at which they damp it. Oblique waves meet the walls less often; averaged over random directions, the rate is half as large. Smooth, mirror-like walls would have a smaller effect.

For these inputs, then, total damping in the layer at room temperature would not follow $\omega^4$. Extrapolated, the Born and thermal rates meet near 0.9 THz, but there $k\xi$ is about 0.8 and the low-frequency law no longer holds, so this is not a predicted crossover; the full angular integral alone moves the meeting point to 1.1 THz. The Born rate is also sensitive to the assumed disorder: it scales as $s^2\xi^3$, so halving $s$ divides it by four. The assumed disorder is probably too weak for real silica. Simulations place the frequency at which the mean free path of transverse waves shrinks to half a wavelength, $\pi\Gamma=\omega$, near 1 THz, where this model gives only $\pi\Gamma/\omega=0.017$. A fourth-power law anchored at that point would give about $0.05\ \mathrm{ps^{-1}}$ at 0.4 THz, above the thermal estimate. The ranking of rates found here belongs to the chosen inputs, not to silica.

Nor does the fourth-power law set the thermal conductivity of such a glass at 300 K. The quantum energy at 0.4 THz is 0.064 of the thermal energy, so thermally populated vibrations extend to several terahertz, where $k\xi$ is no longer small. The law describes one elastic contribution to the loss of a long wave. The numerical output gives the individual rates and comparisons.

## Calculated quantities

```
TESTS
d=2 inclusion: exact/Born = 0.9899, exponent = 2.9991
d=2 second-order modulus coefficient = -0.5004
d=3 inclusion: exact/Born = 0.9932, exponent = 3.9993
d=3 second-order modulus coefficient = -0.3334
sphere k*radius=0.6: exact/full Born = 0.9925
sphere k*radius=0.6: exact/low-k Born = 0.8629
d=1 layers k=0.15: mean-wave rate/Born = 1.037, back part/total Born = 0.508
d=1 layers k=0.30: mean-wave rate/Born = 1.029, back part/total Born = 0.504
d=1 measured exponent = 1.989
d=2 random medium: k=0.3142, runs=30, measured/Born = 1.006
EXAMPLE: rough silica-like parameters
transverse speed = 3.80 nm/ps; longitudinal speed = 6.00 nm/ps
correlation length = 0.50 nm; rms modulus fluctuation = 0.20
S0 = 0.07875 nm^3
f = 0.2 THz: k = 0.3307 1/nm, k*xi = 0.1653
  low-k Born energy rate = 9.4929e-05 1/ps
  low-k mean free path = 40030.1 nm
  full/low-k Born rate = 0.9732; 1-(k*xi)^2 = 0.9727
  rough anharmonic rate at 300 K = 4.4885e-03 1/ps
  anharmonic/low-k Born = 47.28
  wall rate c/thickness / low-k Born = 400.30
f = 0.4 THz: k = 0.6614 1/nm, k*xi = 0.3307
  low-k Born energy rate = 1.5189e-03 1/ps
  low-k mean free path = 2501.9 nm
  full/low-k Born rate = 0.8996; 1-(k*xi)^2 = 0.8906
  rough anharmonic rate at 300 K = 1.5238e-02 1/ps
  anharmonic/low-k Born = 10.03
  wall rate c/thickness / low-k Born = 25.02
quantum energy at 0.4 THz = 1.654 meV
quantum energy/thermal energy at 300 K = 0.0640
layer thickness = 100 nm; temperature = 300 K
density = 2200 kg/m^3; heat capacity = 1.60e+06 J/(m^3 K)
Gruneisen number = 1.0; relaxation time = 0.20 ps
second-order fractional speed drop = 0.00667
vector/scalar rate for shear-modulus disorder = 1.2815
rms density fluctuation = 0.03
added density/modulus scattering = 0.0675
low-k Born = anharmonic at 0.925 THz, where k*xi = 0.765
```
